# The electron-electron cusp in one, two and three dimensions

When two electrons approach each other, their repulsion \(1/r\) grows without bound, yet the energy of a stationary state is one finite number. Something in the kinetic energy must cancel the divergence, and kinetic energy is curvature, so the repulsion dictates the shape of the wave function near contact. That shape depends on how much room the electrons have to avoid each other. Electrons in a thin layer or a narrow wire still repel as \(1/r\), divided by the common dielectric constant (set to 1 here), when the layer or wire does not differ dielectrically from its surroundings, because their field spreads through ordinary space, while their motion is confined to two dimensions or one. This picture holds only at separations much larger than the thickness of the layer or wire; at shorter distances the motion is three-dimensional again, so the results below for \(D<3\) belong to the idealized limit of zero thickness. The dimension \(D\) of the motion and the power of the interaction are therefore separate matters, and here the interaction stays \(1/r\) for every \(D\).

Take \(N\) electrons in atomic units, with Hamiltonian

\[
H=-\tfrac12\sum_i\nabla_i^2+\sum_{i<j}\frac1{r_{ij}}+\sum_i v(\mathbf r_i).
\]

Let electrons 1 and 2 meet at a point away from all nuclei and all other electrons, where \(v\) has a Taylor expansion. Introduce \(\mathbf r=\mathbf r_1-\mathbf r_2\) and \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\). The chain rule gives \(\nabla_1=\nabla_r+\tfrac12\nabla_R\) and \(\nabla_2=-\nabla_r+\tfrac12\nabla_R\). The cross terms cancel when the squares are added:

\[
-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2=-\nabla_r^2-\tfrac14\nabla_R^2 .
\]

The factor 1 in front of \(\nabla_r^2\), in place of \(\tfrac12\), reflects the reduced mass \(\tfrac12\) of the pair. Let \(U\) collect every potential except \(1/r\). The Schrödinger equation \(H\psi=E\psi\) becomes

\[
-\nabla_r^2\psi+\frac{\psi}{r}=\mathcal W\psi,\qquad
\mathcal W=E+\tfrac14\nabla_R^2+\tfrac12\sum_{i\ge3}\nabla_i^2-U .
\]

The only singular coefficient, \(1/r\), stands on the left.

Next, separate the direction of \(\mathbf r\) from its length. For a function of \(r\) alone, \(\partial_i u=u'x_i/r\), and a second differentiation summed over the \(D\) coordinates gives \(\nabla^2u=u''+(D-1)u'/r\). An angular function \(Y_l\) adds a term \(-\lambda_l u/r^2\). To find \(\lambda_l\), use the fact that \(r^lY_l\) is a homogeneous polynomial of degree \(l\) with zero Laplacian. Inserting \(u=r^l\) gives \(l(l-1)+(D-1)l-\lambda_l=0\), hence \(\lambda_l=l(l+D-2)\). In two dimensions this is the familiar \(l^2\). In one dimension the "angle" is just the sign of \(x\): \(l=0\) means even, \(l=1\) means odd, and \(\lambda_l=0\) for both.

Let \(u(r)\) be the projection of \(\psi\) on one angular function, with \(\mathbf R\) and the other electrons held fixed. At small \(r\) the terms with two inverse powers of length dominate. Trying \(u=r^s\) in them gives

\[
s(s-1)+(D-1)s-l(l+D-2)=(s-l)(s+l+D-2)=0 .
\]

For \(D\ge2\) the root \(s=-(l+D-2)\) must be rejected. Its radial kinetic energy density, including the volume factor \(r^{D-1}\), goes as \(r^{D-1}r^{2s-2}=r^{1-D-2l}\), whose integral diverges at the origin. When \(D=2\) and \(l=0\) the two roots coincide and the second solution is \(\ln r\); its density \(r\,(1/r)^2=1/r\) also has a divergent integral. A state of finite energy therefore starts as \(r^l\). One dimension needs separate treatment, given below.

Write \(u=r^lf\), so that \(f\) carries what the interaction does beyond the free behaviour. The derivatives are

\[
u'=r^lf'+l\,r^{l-1}f,\qquad
u''=r^lf''+2l\,r^{l-1}f'+l(l-1)r^{l-2}f .
\]

In the Laplacian, the terms in \(f\) without derivatives have the coefficient \(l(l-1)+(D-1)l-l(l+D-2)=0\), as they must, since \(r^l\) solves the free equation. The terms in \(f'\) add up to \((2l+D-1)r^{l-1}f'\). After division by \(r^l\), the projected equation is

\[
f''+\frac pr f'=\frac fr-w,\qquad p=D-1+2l ,
\]

where \(w\) is the projection of \(\mathcal W\psi\) divided by \(r^l\).

That division is harmless only if \(w\) stays bounded, and the smooth potentials in \(U\) do mix angular channels. A term of degree \(k\) in the Taylor expansion of \(U\) turns \(r^{l'}Y_{l'}\) into something of order \(r^{l'+k}\), with angular momentum at most \(l'+k\). It can reach channel \(l\) only if \(l\le l'+k\), so it arrives there with at least the power \(r^l\). Derivatives with respect to \(\mathbf R\) and the other electrons act on the amplitudes and leave the powers of \(r\) alone. When the solution is built up in powers of \(r\), a term \(r^{l+k}\) with \(k\ge1\) enters the channel equation with the factor \(k(k+p-1)\), which is nonzero for \(p>0\), so no logarithm is forced on the series. I assume that \(\psi\) has this expansion and that it may be differentiated term by term; then \(w\) is bounded.

Multiplying by \(r^p\) turns the left side into a total derivative, \((r^pf')'=r^p(f/r-w)\). For \(p>0\), \(r^pf'\) vanishes at the origin, and integration gives

\[
f'(r)=\frac1{r^p}\int_0^r s^{p-1}f(s)\,ds-\frac1{r^p}\int_0^r s^pw(s)\,ds .
\]

As \(r\to0\), \(f(s)\) in the first integral may be replaced by \(f(0)\), and \(\int_0^rs^{p-1}ds=r^p/p\). The second term is at most \(r\max|w|/(p+1)\) in size and vanishes. Hence

\[
\boxed{\;f'(0)=\frac{f(0)}{D-1+2l}\;}\qquad (D-1+2l>0).
\]

If \(f(0)\ne0\), this is the relative slope \(f'(0)/f(0)=1/(D-1+2l)\). At special positions \(\mathbf R\) where \(f(0)=0\), the ratio is undefined but the boxed relation still holds.

The integral also shows what the formula means. The quantity \(r^pf'\) is a flux through a sphere in an effective space of \(p+1=D+2l\) dimensions, and the repulsion is its source. The more dimensions there are, the more thinly a given source is spread, and the smaller the slope. Angular momentum acts like two extra dimensions per unit, because the factor \(r^l\) already keeps the electrons apart.

The cancellation can be seen directly by applying the pair Hamiltonian to a trial form. With \(h=r^lY_l\) and \(f=1+cr\), we have \(f'=c\) and \(f''=0\), so

\[
\left(-\nabla_r^2+\frac1r\right)h(1+cr)=h\left[\frac{1-pc}{r}+c\right].
\]

The singular term disappears for \(c=1/p\) and for no other value. A wave function that is smooth in the Cartesian components of \(\mathbf r\) has no such term: in the channel \(l=0\) it contains only even powers of \(r\). A finite sum of products of smooth orbitals therefore misses the cusp, and explicitly correlated methods supply it by including the distance \(r\) itself.

Exchanging the electrons reverses \(\mathbf r\) and multiplies \(Y_l\) by \((-1)^l\). A singlet pair has a symmetric spatial function and contains even \(l\); a triplet pair has an antisymmetric one and contains odd \(l\). Since the next channel of the same symmetry starts two powers higher, for \(D\ge2\)

\[
\psi_{\text{singlet}}=\psi(0)\left(1+\frac r{D-1}\right)+O(r^2),\qquad
\psi_{\text{triplet}}=\mathbf A\cdot\mathbf r\left(1+\frac r{D+1}\right)+O(r^3),
\]

where \(\psi(0)\) and \(\mathbf A\) depend on \(\mathbf R\) and the other electrons. With more than two electrons, a pair of opposite spins is in general neither a pure singlet nor a pure triplet, and its spatial function is the sum of both forms; a pair of equal spins has the triplet form. In three dimensions the slopes are \(1/2\) and \(1/4\). In two dimensions they are \(1\) and \(1/3\): confinement to a plane doubles the singlet cusp but raises the triplet cusp only by a factor \(4/3\).

In one dimension the even channel has \(p=0\), and the derivation breaks down at a definite place. Integrating \(f''=f/r-w\) between two small distances \(a<b\) gives

\[
f'(b)-f'(a)\approx f(0)\ln\frac ba .
\]

If \(f(0)\ne0\), the slope diverges logarithmically as \(a\to0\), and \(f\) behaves as \(f(0)(1+r\ln r)\). The kinetic energy of this function is finite near contact, since \((\ln r)^2\) is integrable. Its repulsion energy is not, because \(\int_0 f(0)^2\,dr/r\) diverges. No term of the other sign can compensate, so finite energy requires

\[
\psi(0)=0\qquad(D=1).
\]

This requirement defines the Hamiltonian used here, known as the Friedrichs choice; the differential expression alone would leave the boundary condition at \(x=0\) open.

On either side of contact, write \(r=|x|\) and \(\psi=rg(r)\). Then \(\psi''=rg''+2g'\), and division by \(r\) gives \(g''+2g'/r=g/r-w\). This is the earlier equation with \(p=2\), so \(g'(0)=g(0)/2\) and

\[
\psi(x)=a_\pm|x|\left(1+\tfrac12|x|+\dots\right),
\]

with \(a_+\) for \(x>0\) and \(a_-\) for \(x<0\). The factor \(1/2\) multiplies a wave function that already vanishes linearly. It is not the ratio \(\psi'/\psi\), which diverges as \(1/x\) at contact.

The condition \(\psi(0)=0\) acts as an impenetrable wall, and nothing ties \(a_+\) to \(a_-\) except exchange symmetry. For two electrons on an open line, multiplying an odd state by the sign of \(x\) gives an even state that satisfies the same equation on each side and has the same energy. Singlet and triplet are then degenerate and share the factor \(1/2\). On a ring the sign factor turns a periodic state into an antiperiodic one, so this argument for the degeneracy does not apply there, while the factor \(1/2\), a local result, remains.

A wire of finite width softens the repulsion at short distance, and the wall becomes penetrable. As a simple model of this softening, not the transverse average of an actual wire, replace \(1/|x|\) by \(1/(|x|+\varepsilon)\). A smooth even state has \(\psi'(0)=0\), and integrating its equation once gives, for small \(x>0\),

\[
\psi'(x)\approx\int_0^x\frac{\psi(s)}{s+\varepsilon}\,ds\approx\psi(0)\ln\left(1+\frac x\varepsilon\right),
\]

where the neglected contributions to \(\psi'\), the energy term of size \(\psi(0)x\) and the term from the growth of \(\psi(s)\) above \(\psi(0)\), of size \(\psi(0)\,x\ln(1+x/\varepsilon)\), are at most of order \(x\) in atomic units relative to the logarithm kept, when \(x>\varepsilon\). The softened repulsion is weaker than the bare one, so the lowest energy stays below its bare value as \(\varepsilon\to0\), and the slope of the normalized state at a fixed \(x\) remains finite. The contact value must then fall at least as fast as \(1/\ln(1/\varepsilon)\). As it tends to zero, the state approaches the bare one, \(a|x|(1+\dots)\) with \(a\ne0\), so the slope at a fixed small \(x\) tends to a nonzero limit and the contact value falls no faster than \(1/\ln(1/\varepsilon)\) either, which is very slow.

For numbers, place two electrons of bare mass in an isotropic harmonic trap with \(\hbar\omega=10\) eV, a round model value. Since \(r_1^2+r_2^2=2R^2+r^2/2\), the trap energy \(\tfrac12\omega^2(r_1^2+r_2^2)\) separates into \(\omega^2R^2+\tfrac14\omega^2r^2\), and the relative motion obeys

\[
f''+\frac prf'=\left(\frac1r+\frac{\omega^2r^2}4-E\right)f ,
\]

where \(E\) is now the relative energy. Insert \(f/f(0)=1+f_1r+f_2r^2+f_3r^3+\dots\) and compare the powers \(r^{-1}\), \(r^0\) and \(r^1\):

\[
pf_1=1,\qquad 2(p+1)f_2=f_1-E,\qquad 3(p+2)f_3=f_2-Ef_1 .
\]

The trap frequency enters these coefficients only through \(E\). The first is the cusp, which does not depend on the trap at all.

The equation was solved numerically by diagonalization in functions \(r^l\) times a polynomial, with no slope imposed at \(r=0\). The slopes came out as \(1/p\) within the asserted tolerance of \(10^{-4}\) atomic units. One atomic unit of slope is \(1/0.529177=1.8897\) Å⁻¹, so the planar cusps are 1.8897 Å⁻¹ for the singlet and 0.6299 Å⁻¹ for the triplet. These are values for zero thickness, bare mass and no dielectric screening. In a layer of finite thickness, averaging \(1/\sqrt{r^2+z^2}\) over the transverse separation \(z\) in the integral for \(f'\) gives a singlet slope near \(\langle\sqrt{r^2+z^2}-|z|\rangle/r\), which falls short of 1 by about \(\langle|z|\rangle/r\); the planar cusp shows only when the thickness is much smaller than \(r\) and \(r\) much smaller than the Bohr radius. In three dimensions they are 0.9449 and 0.4724 Å⁻¹, and in one dimension the factor multiplying \(|x|\) has slope 0.9449 Å⁻¹. The lowest relative energy is 26.4664 eV both in one dimension and for the singlet in three. This is no accident: both have \(p=2\), and the equation for \(f\) contains \(D\) and \(l\) only through \(p\).

How far does the linear law reach? At \(r=0.05\) Å, which is \(0.05/0.529177=0.09449\) atomic units, the singlet in three dimensions has \(E=26.4664/27.2114=0.9726\) and \(f_2=(0.5-0.9726)/6=-0.0788\). The linear estimate is \(1+0.5\times0.09449=1.0472\). The quadratic term, \(-0.0788\times0.09449^2=-0.0007\), lowers it to 1.0465, in agreement with the computed 1.0465.

The planar singlet behaves differently. There \(E=24.8667/27.2114=0.9138\) nearly cancels \(f_1=1\), leaving \(f_2=(1-0.9138)/4=0.0215\). The linear and quadratic estimates, 1.09449 and 1.09468, lie on either side of the computed 1.09459 at comparable distances, about \(10^{-4}\). The next coefficient, \(f_3=(0.0215-0.9138)/9=-0.099\), contributes \(-0.00008\) and accounts for most of what remains. The good linear estimate at this distance thus owes something to the energy of this particular trap; the slope at contact does not.

The claim that smooth potentials leave the cusp alone was tested, for the lowest channel of each parity, in a planar trap whose term \(\tfrac14\omega^2r^2\) is multiplied by \(1+0.5\cos2\phi\), which mixes angular channels. With three channels of each parity, a truncation that fixes the energies only to about 0.01 eV, the energy of the even state moves from 24.87 to about 23.30 eV. That of the odd state built from cosines, which points along the stiff axis, moves from 29.56 to about 31.63 eV. The slopes in the lowest channels remain 1.00000 and 0.33333 atomic units.

The softened interaction in one dimension shows how slowly the wall forms. For \(\varepsilon=10^{-3}\), \(10^{-5}\) and \(10^{-7}\) Å, the contact value of the lowest even state is 0.061, 0.031 and 0.021 of its peak, and its energy lies 0.175, 0.084 and 0.056 eV below the bare value. At \(x\approx0.005\) Å the computed \(\psi'(x)/\psi(0)\) is 3.379, 11.807 and 20.590 Å⁻¹, against 3.387, 11.749 and 20.450 Å⁻¹ from the logarithmic law. The differences are below one per cent of the law, the size expected from the neglected terms. Even when the softening length is far smaller than any atom, the contact value is still about two per cent of the peak, so the vanishing wave function belongs to the bare \(1/|x|\) interaction and is approached only logarithmically by a softened one.

## Computed results

```
Bohr radius = 0.529177 angstrom
Hartree energy = 27.21139 eV
trap quantum = 10.0 eV
separation for the profile = 0.05 angstrom
D=1 l=1: relative energy = 26.4664 eV
  slope computed = 0.50000, formula = 0.50000 (atomic units)
  slope computed = 0.9449, formula = 0.9449 1/angstrom
  f(r)/f(0) computed = 1.04650, linear = 1.04724, quadratic = 1.04654 (no unit)
D=2 l=0: relative energy = 24.8667 eV
  slope computed = 1.00000, formula = 1.00000 (atomic units)
  slope computed = 1.8897, formula = 1.8897 1/angstrom
  f(r)/f(0) computed = 1.09459, linear = 1.09449, quadratic = 1.09468 (no unit)
D=2 l=1: relative energy = 29.5577 eV
  slope computed = 0.33333, formula = 0.33333 (atomic units)
  slope computed = 0.6299, formula = 0.6299 1/angstrom
  f(r)/f(0) computed = 1.03063, linear = 1.03150, quadratic = 1.03066 (no unit)
D=3 l=0: relative energy = 26.4664 eV
  slope computed = 0.50000, formula = 0.50000 (atomic units)
  slope computed = 0.9449, formula = 0.9449 1/angstrom
  f(r)/f(0) computed = 1.04650, linear = 1.04724, quadratic = 1.04654 (no unit)
D=3 l=1: relative energy = 33.3320 eV
  slope computed = 0.25000, formula = 0.25000 (atomic units)
  slope computed = 0.4724, formula = 0.4724 1/angstrom
  f(r)/f(0) computed = 1.02273, linear = 1.02362, quadratic = 1.02275 (no unit)
anisotropy of the planar trap = 0.5 (no unit)
anisotropic D=2 l=0: energy = 23.3010 eV, slope = 1.00000 (atomic units)
anisotropic D=2 l=1: energy = 31.6326 eV, slope = 0.33333 (atomic units)
separation for the softened slope = 0.005 angstrom
softening 1e-03 angstrom: contact/peak = 0.0610 (no unit), gap = 0.175 eV
  psi'(x)/psi(0) = 3.379, logarithmic law = 3.387 1/angstrom
softening 1e-05 angstrom: contact/peak = 0.0312 (no unit), gap = 0.084 eV
  psi'(x)/psi(0) = 11.807, logarithmic law = 11.749 1/angstrom
softening 1e-07 angstrom: contact/peak = 0.0210 (no unit), gap = 0.056 eV
  psi'(x)/psi(0) = 20.590, logarithmic law = 20.450 1/angstrom
```
